# One-Photon Exchange and the Lithium-Like g Factor: Coulomb and Breit Parts: a program that tests the result

```python
"""One-photon-exchange correction to the g factor of a (1s)^2 2s ion.

Result under test (c = 1/alpha, Hartree units, point nucleus of charge Z):
  delta_g = (alpha Z)^2/Z * [ 4/3 (2 Dv - K) - 2/3 (2 Dc - K) ] + higher order.
The first term is the Coulomb part.  The second is the Breit part, which
comes from negative-energy states.  For Z = 1 nonrelativistic orbitals:
  Dv = <theta(r_2s > r_1s)/r_2s>,  Dc = <theta(r_1s > r_2s)/r_1s>,
  K  = 1s-2s exchange integral.
The Dirac side uses psi = (P chi_kappa, i Q chi_-kappa)/r in a finite basis,
the Zeeman operator (c/2) B (r x alpha)_z, and delta_g = 4 dE/dB for m = 1/2.
Scaled coefficients are delta_g * Z/(alpha Z)^2.
"""
from functools import lru_cache
from math import factorial
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import fine_structure as alpha
from scipy.linalg import eigh
from scipy.special import (eval_genlaguerre, gammaln, lpmv,
                           spherical_jn, spherical_yn)

c = 1.0 / alpha

# ---------- angular factors by quadrature on the sphere ----------
xg, wg = leggauss(12)
phi = 2 * np.pi * np.arange(16) / 16
COS, PHI = [u.ravel() for u in np.meshgrid(xg, phi, indexing="ij")]
WANG = np.repeat(wg, 16) * 2 * np.pi / 16


def sph(l, m):
    k = abs(m)
    if k > l:
        return np.zeros(COS.size, complex)
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, COS) * np.exp(1j * k * PHI)
    return y if m >= 0 else (-1)**k * y.conj()


def real_sph(l, m):
    if m == 0:
        return sph(l, 0).real
    y = np.sqrt(2) * (-1)**m * sph(l, abs(m))
    return y.real if m > 0 else y.imag


LM = [(l, m) for l in range(4) for m in range(-l, l + 1)]
LOF = np.array([l for l, m in LM])
HARM = np.array([real_sph(l, m) for l, m in LM])
IY, IX = LM.index((1, -1)), LM.index((1, 1))
OPS = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)


def spinor(kappa, m):
    l = kappa if kappa > 0 else -kappa - 1
    plus = np.sqrt((l + m + 0.5) / (2*l + 1))
    minus = np.sqrt((l - m + 0.5) / (2*l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return np.array([up * sph(l, int(round(m - 0.5))),
                     down * sph(l, int(round(m + 0.5)))])


@lru_cache(maxsize=None)
def ang(ka, ma, kb, mb):
    """Integrals of chi_a^+ (1, sigma) chi_b times real harmonics."""
    a, b = spinor(ka, ma), spinor(kb, mb)
    dens = np.einsum("sx,ost,tx->ox", a.conj(), OPS, b)
    res = (dens * WANG) @ HARM.T
    res[np.abs(res) < 1e-13] = 0
    return res


def zeeman_ang(ka, kb, m):
    """Angular weights of P_a Q_b and Q_a P_b in (rhat x alpha)_z."""
    u, w = ang(ka, m, -kb, m), ang(-ka, m, kb, m)
    f = np.sqrt(4 * np.pi / 3)
    return ((1j * f * (u[2, IX] - u[1, IY])).real,
            (-1j * f * (w[2, IX] - w[1, IY])).real)


# ---------- radial Dirac problem and two-electron integrals ----------
class Atom:
    def __init__(self, Z, nbasis=20, panels=60, q=12):
        self.Z, self.n, self.panels, self.q = Z, nbasis, panels, q
        x, self.w = leggauss(q)
        edges = np.linspace(np.log(1e-8), np.log(140.0), panels + 1)
        half = (edges[1] - edges[0]) / 2
        t = (edges[:-1, None] + half * (x + 1)).ravel()
        self.r = np.exp(t) / Z
        self.jac = self.r * half
        self.wr = self.jac * np.tile(self.w, panels)
        leg = legvander(x, q)
        prim = np.empty((q, q))
        prim[:, 0] = x + 1
        for k in range(1, q):
            prim[:, k] = (leg[:, k + 1] - leg[:, k - 1]) / (2*k + 1)
        self.W = prim @ np.linalg.inv(leg[:, :q])
        self.ch = {k: self.channel(k) for k in (-1, 2)}
        e = self.ch[-1][0]
        self.first = int(np.argmax(e > -c**2))   # index of 1s
        L, r = LOF[:, None], self.r
        self.static = [(r**L, r**(-L - 1.0))]
        self.distance = [(r**(L + 2.0) / (2*L + 3), r**(-L - 1.0)),
                         (-r**L / (2*L - 1.0), r**(1.0 - L))]

    def functions(self, power, count):
        lam, r = 0.75 * self.Z, self.r
        x = 2 * lam * r
        f, df = [], []
        for k in range(count):
            norm = np.sqrt(2*lam) * np.exp(
                0.5 * (gammaln(k + 1) - gammaln(k + 2*power + 1)))
            env = norm * x**power * np.exp(-x / 2)
            g = env * eval_genlaguerre(k, 2*power, x)
            d = g * (power / r - lam)
            if k:
                d = d - 2*lam * env * eval_genlaguerre(k - 1, 2*power + 1, x)
            f.append(g)
            df.append(d)
        return np.array(f), np.array(df)

    def channel(self, kappa):
        """All basis eigenstates; energies exclude the rest energy."""
        gam = np.sqrt(kappa**2 - (alpha * self.Z)**2)
        n, wr, r = self.n, self.wr, self.r
        big, dbig = self.functions(gam, n)
        if kappa < 0:
            small = big
        else:   # small space contains (d/dr + kappa/r) of the large space
            small = self.functions(gam - 1, n + 1)[0]
        ov_b, ov_s = (big*wr) @ big.T, (small*wr) @ small.T
        v = -self.Z / r
        kin = c * (small*wr) @ (dbig + kappa * big / r).T
        ham = np.block([[(big*wr*v) @ big.T, kin.T],
                        [kin, (small*wr*v) @ small.T - 2*c**2*ov_s]])
        ov = np.block([[ov_b, np.zeros((n, len(small)))],
                       [np.zeros((len(small), n)), ov_s]])
        e, vec = eigh((ham + ham.T) / 2, (ov + ov.T) / 2)
        return e, vec[:n].T @ big, vec[n:].T @ small

    def energy(self, i):
        return self.ch[-1][0][self.first + i]

    def orbital(self, i, m):
        _, P, Q = self.ch[-1]
        return [(-1, m, P[self.first + i], Q[self.first + i])]

    def zeeman(self, ka, kb, m):
        a1, a2 = zeeman_ang(ka, kb, m)
        _, Pa, Qa = self.ch[ka]
        _, Pb, Qb = self.ch[kb]
        wt = self.wr * self.r * c / 2
        return a1 * (Pa*wt) @ Qb.T + a2 * (Qa*wt) @ Pb.T

    def response(self, i, m, sign, shift=None):
        """First-order orbital from one sign of energy; with shift given,
        the operator (h - shift) is applied to it."""
        idx, e0, out = self.first + i, self.energy(i), []
        for k in (-1, 2):
            e, P, Q = self.ch[k]
            V = self.zeeman(k, -1, m)[:, idx]
            use = (e > -c**2) if sign > 0 else (e < -c**2)
            if k == -1:
                use = use & (np.arange(len(e)) != idx)
            co = np.zeros(len(e))
            co[use] = V[use] / (e0 - e[use])
            if shift is not None:
                co = co * (e - shift)
            out.append((k, m, co @ P, co @ Q))
        return out

    def retarded(self, omega):
        """Multipoles of cos(omega r12/c)/r12."""
        k, L = abs(omega) / c, LOF[:, None]
        x = k * self.r[None, :]
        return [(-k * (2*L + 1) * spherical_jn(L, x), spherical_yn(L, x))]

    def pair(self, a, b):
        """Multipoles of the density and current between two orbitals."""
        T = np.zeros((4, len(LM), self.r.size), complex)
        for ka, ma, Pa, Qa in a:
            for kb, mb, Pb, Qb in b:
                T[0] += (ang(ka, ma, kb, mb)[0][:, None] * (Pa*Pb)
                         + ang(-ka, ma, -kb, mb)[0][:, None] * (Qa*Qb))
                T[1:] += 1j * (ang(ka, ma, -kb, mb)[1:, :, None] * (Pa*Qb)
                               - ang(-ka, ma, kb, mb)[1:, :, None] * (Qa*Pb))
        return T

    def partial(self, f):
        g = (f * self.jac).reshape(f.shape[:-1] + (self.panels, self.q))
        inside, tot = g @ self.W.T, g @ self.w
        before = np.cumsum(tot, -1) - tot
        after = np.cumsum(tot[..., ::-1], -1)[..., ::-1] - tot
        below = (inside + before[..., None]).reshape(f.shape)
        above = (tot[..., None] - inside + after[..., None]).reshape(f.shape)
        return below, above

    def interact(self, T1, T2, kernel):
        """[density-density, minus current-current] matrix elements."""
        pot = 0
        for inner, outer in kernel:
            pot = (pot + outer * self.partial(inner * T2)[0]
                   + inner * self.partial(outer * T2)[1])
        fac = (4*np.pi / (2*LOF + 1))[:, None]
        val = np.sum(fac * T1 * pot * self.wr, axis=(1, 2)).real
        return np.array([val[0], -val[1:].sum()])


def corrections(at):
    """Scaled coefficients: Coulomb and Breit, direct and exchange, for each
    energy sign; and the full retarded Feynman-gauge result."""
    scale = 8 * at.Z / (alpha * at.Z)**2
    v, ev, ec = at.orbital(1, 0.5), at.energy(1), at.energy(0)
    omega, full, parts = ev - ec, 0.0, {}
    ret = at.retarded(omega)
    i1 = at.first
    shift_v = at.zeeman(-1, -1, 0.5)[i1 + 1, i1 + 1]
    for sign in (1, -1):
        direct, exch = np.zeros(2), np.zeros(2)
        for mc in (0.5, -0.5):
            o = at.orbital(0, mc)
            dv, dc = at.response(1, 0.5, sign), at.response(0, mc, sign)
            d = (at.interact(at.pair(dv, v), at.pair(o, o), at.static)
                 + at.interact(at.pair(v, v), at.pair(dc, o), at.static))
            ov, vo = at.pair(o, v), at.pair(v, o)
            dvo, dcv = at.pair(dv, o), at.pair(dc, v)
            x = (at.interact(dvo, ov, at.static)
                 + at.interact(vo, dcv, at.static))
            # gauge term turning the Gaunt operator into the Breit operator
            hv = at.pair(at.response(1, 0.5, sign, ec), o)
            hc = at.pair(at.response(0, mc, sign, ev), v)
            x[1] += omega / (2*c**2) * (
                at.interact(vo, hc, at.distance)[0]
                - at.interact(hv, ov, at.distance)[0])
            xr = at.interact(dvo, ov, ret) + at.interact(vo, dcv, ret)
            direct += d
            exch -= x
            full += d.sum() - xr.sum()
        parts[sign] = scale * np.array([direct[0], exch[0],
                                        direct[1], exch[1]])
    for mc in (0.5, -0.5):   # change of the exchanged frequency
        o = at.orbital(0, mc)
        vo, ov, h = at.pair(v, o), at.pair(o, v), 1e-3
        slope = (at.interact(vo, ov, at.retarded(omega*(1 + h))).sum()
                 - at.interact(vo, ov, at.retarded(omega*(1 - h))).sum()
                 ) / (2*h*omega)
        shift_c = at.zeeman(-1, -1, mc)[i1, i1]
        full -= 0.5 * (shift_v - shift_c) * slope
    return parts, scale * full


def exchange_energy(at, B):
    """Retarded one-photon energy with orbitals diagonalized in the field."""
    n1 = len(at.ch[-1][0])

    def dressed(m):
        e = np.concatenate([at.ch[-1][0], at.ch[2][0]])
        V = np.block([[at.zeeman(a, b, m) for b in (-1, 2)] for a in (-1, 2)])
        en, U = np.linalg.eigh(np.diag(e) + B * (V + V.T) / 2)
        res = []
        for i in (0, 1):
            j = int(np.argmax(np.abs(U[at.first + i])))
            u = U[:, j]
            res.append((en[j], [
                (-1, m, u[:n1] @ at.ch[-1][1], u[:n1] @ at.ch[-1][2]),
                (2, m, u[n1:] @ at.ch[2][1], u[n1:] @ at.ch[2][2])]))
        return res
    up, down = dressed(0.5), dressed(-0.5)
    ev, v = up[1]
    total = 0.0
    for ec, o in (up[0], down[0]):
        total += at.interact(at.pair(v, v), at.pair(o, o), at.static).sum()
        total -= at.interact(at.pair(v, o), at.pair(o, v),
                             at.retarded(ev - ec)).sum()
    return total


# ---------- nonrelativistic integrals, symbolic, Z = 1 ----------
x, y = sp.symbols("x y", positive=True)
p1 = 2 * x * sp.exp(-x)
p2 = x * (1 - x/2) * sp.exp(-x/2) / sp.sqrt(2)


def outer_inner(f, g):
    """Integral of f(r1) g(r2)/r1 over r1 > r2."""
    inner = sp.integrate(sp.expand(g.subs(x, y)), (y, 0, x))
    return sp.nsimplify(sp.simplify(
        sp.integrate(sp.expand(f * inner / x), (x, 0, sp.oo))))


Dv = outer_inner(sp.expand(p2**2), sp.expand(p1**2))
Dc = outer_inner(sp.expand(p1**2), sp.expand(p2**2))
K = 2 * outer_inner(sp.expand(p1*p2), sp.expand(p1*p2))
bC = sp.Rational(4, 3) * (2*Dv - K)
bB = -sp.Rational(2, 3) * (2*Dc - K)
limit = {1: np.array([float(4*Dv), float(-2*K), 0.0, 0.0]),
         -1: np.array([float(-4*Dv/3), float(2*K/3),
                       float(-4*Dc/3), float(2*K/3)])}

# ---------- Dirac calculations ----------
atoms = {Z: Atom(Z) for Z in (3, 6, 20)}
res = {Z: corrections(a) for Z, a in atoms.items()}


def dirac_energy(Z, n, kappa):
    g = np.sqrt(kappa**2 - (alpha*Z)**2)
    return c**2 * (1/np.sqrt(1 + (alpha*Z/(n - abs(kappa) + g))**2) - 1)


for Z, at in atoms.items():
    for i in (0, 1):
        exact = dirac_energy(Z, i + 1, -1)
        assert abs(at.energy(i) / exact - 1) < 1e-8
        j = at.first + i
        g_num = 4 * at.zeeman(-1, -1, 0.5)[j, j]
        assert abs(g_num - 4/3 * (exact/c**2 + 1.5)) < 1e-8
    e2 = at.ch[2][0]   # no spurious state below 3d3/2
    assert abs(e2[e2 > -c**2][0] / dirac_energy(Z, 3, 2) - 1) < 1e-5

# Limit alpha Z -> 0: removing the quadratic term leaves cubic and higher ones.
extrap = {s: (4*res[3][0][s] - res[6][0][s]) / 3 for s in (1, -1)}
for s in (1, -1):
    assert np.all(np.abs(extrap[s] - limit[s]) < 2e-4), (s, extrap, limit)

# Positive-energy Breit terms and retardation fall at least as (alpha Z)^2.
pos_breit = {Z: res[Z][0][1][2:].sum() for Z in res}
static = {Z: res[Z][0][1].sum() + res[Z][0][-1].sum() for Z in res}
retard = {Z: res[Z][1] - static[Z] for Z in res}
assert abs(pos_breit[6] / pos_breit[3]) > 3
assert abs(retard[6] / retard[3]) > 3

# Basis convergence and finite-field check of the differentiated formula.
smaller = corrections(Atom(20, nbasis=16))[1]
assert abs(smaller - res[20][1]) < 1e-5
Z = 20
B = 2e-4 * Z**2
g_field = 4 * (exchange_energy(atoms[Z], B)
               - exchange_energy(atoms[Z], -B)) / (2*B)
unit = (alpha*Z)**2 / Z
g_full = unit * res[Z][1]
assert abs(g_field / g_full - 1) < 1e-4

# ---------- output ----------
print("Z = 1 integrals (hartree): Dv =", Dv, " Dc =", Dc, " K =", K)
print(f"  decimals: Dv {float(Dv):.6f}  Dc {float(Dc):.6f}  K {float(K):.6f}")
print("Leading coefficients (dimensionless): Coulomb", bC, " Breit", bB,
      " sum", bC + bB)
print(f"  decimals: Coulomb {float(bC):.6f}  Breit {float(bB):.6f}"
      f"  sum {float(bC + bB):.6f}")
print(f"  ratio Breit/Coulomb {float(bB/bC):.5f}")
print("Scaled coefficients delta_g*Z/(alpha Z)^2 (dimensionless)")
print("  columns: Z=3, Z=6, Z=20, extrapolated to 0, analytic limit")
names = ["Coulomb direct", "Coulomb exchange", "Breit direct", "Breit exchange"]
for s, label in ((1, "positive"), (-1, "negative")):
    for k, name in enumerate(names):
        vals = [res[q][0][s][k] for q in (3, 6, 20)]
        vals += [extrap[s][k], limit[s][k]]
        print(f"  {label} {name:17s}" + "".join(f"{u:11.6f}" for u in vals))
print("Positive-energy Breit sum, Z=3, 6, 20:",
      " ".join(f"{pos_breit[q]:.3e}" for q in (3, 6, 20)))
print("Full retarded minus static,  Z=3, 6, 20:",
      " ".join(f"{retard[q]:.3e}" for q in (3, 6, 20)))
print(f"  growth from Z=3 to 6: Breit {pos_breit[6]/pos_breit[3]:.3f},"
      f" retardation {retard[6]/retard[3]:.3f}")
print("Worked example: Z = 20, point nucleus")
at, P = atoms[Z], res[Z][0]
j = at.first + 1
g0 = 4 * at.zeeman(-1, -1, 0.5)[j, j]
print(f"  1/alpha = {c:.6f}, alpha Z = {alpha*Z:.6f}")
print(f"  (alpha Z)^2/Z = {unit*1e6:.4f} in 1e-6")
print(f"  energy 1s = {at.energy(0):.6f} hartree")
print(f"  energy 2s = {at.energy(1):.6f} hartree")
print(f"  one-electron 2s g factor = {g0:.9f}")
print("  corrections to g, in units of 1e-6:")
rows = [("Coulomb, positive energies", P[1][:2].sum()),
        ("Coulomb, negative energies", P[-1][:2].sum()),
        ("Coulomb, sum", P[1][:2].sum() + P[-1][:2].sum()),
        ("Breit, positive energies", P[1][2:].sum()),
        ("Breit, negative energies", P[-1][2:].sum()),
        ("Breit, sum", P[1][2:].sum() + P[-1][2:].sum()),
        ("static Coulomb + Breit", static[Z]),
        ("retardation", retard[Z]),
        ("full one-photon exchange", res[Z][1]),
        ("leading formula", float(bC + bB)),
        ("static, no negative energies", P[1].sum())]
for name, val in rows:
    print(f"    {name:30s}{val*unit*1e6:12.4f}")
print(f"    {'full, from finite field':30s}{g_field*1e6:12.4f}")
print(f"  field used in that check = {B:.3f} atomic units")
print(f"  basis change 16 to 20, scaled: {abs(smaller-res[Z][1]):.1e}")
print(f"  g factor with one-photon exchange = {g0 + g_full:.9f}")
print("every check passed")
```

It prints:

```
Z = 1 integrals (hartree): Dv = 44/243  Dc = 7/243  K = 16/729
  decimals: Dv 0.181070  Dc 0.028807  K 0.021948
Leading coefficients (dimensionless): Coulomb 992/2187  Breit -52/2187  sum 940/2187
  decimals: Coulomb 0.453589  Breit -0.023777  sum 0.429813
  ratio Breit/Coulomb -0.05242
Scaled coefficients delta_g*Z/(alpha Z)^2 (dimensionless)
  columns: Z=3, Z=6, Z=20, extrapolated to 0, analytic limit
  positive Coulomb direct      0.724339   0.724516   0.727072   0.724279   0.724280
  positive Coulomb exchange   -0.043872  -0.043801  -0.042952  -0.043895  -0.043896
  positive Breit direct       -0.000029  -0.000116  -0.001240  -0.000000   0.000000
  positive Breit exchange      0.000020   0.000078   0.000778   0.000000   0.000000
  negative Coulomb direct     -0.241398  -0.241313  -0.240291  -0.241426  -0.241427
  negative Coulomb exchange    0.014594   0.014482   0.013065   0.014632   0.014632
  negative Breit direct       -0.038380  -0.038295  -0.037193  -0.038409  -0.038409
  negative Breit exchange      0.014601   0.014508   0.013338   0.014632   0.014632
Positive-energy Breit sum, Z=3, 6, 20: -9.566e-06 -3.850e-05 -4.617e-04
Full retarded minus static,  Z=3, 6, 20: 9.493e-06 3.794e-05 4.164e-04
  growth from Z=3 to 6: Breit 4.024, retardation 3.996
Worked example: Z = 20, point nucleus
  1/alpha = 137.035999, alpha Z = 0.145947
  (alpha Z)^2/Z = 1065.0271 in 1e-6
  energy 1s = -201.076523 hartree
  energy 2s = -50.336594 hartree
  one-electron 2s g factor = 1.996426011
  corrections to g, in units of 1e-6:
    Coulomb, positive energies        728.6060
    Coulomb, negative energies       -242.0020
    Coulomb, sum                      486.6041
    Breit, positive energies           -0.4917
    Breit, negative energies          -25.4059
    Breit, sum                        -25.8976
    static Coulomb + Breit            460.7065
    retardation                         0.4435
    full one-photon exchange          461.1500
    leading formula                   457.7620
    static, no negative energies      728.1143
    full, from finite field           461.1477
  field used in that check = 0.080 atomic units
  basis change 16 to 20, scaled: 4.7e-12
  g factor with one-photon exchange = 1.996887161
every check passed
```
